# Why a narrow gap makes III-V electrons light but not heavy holes: test program

```python
"""
Result under test: in a zincblende k.p model a narrow gap G makes electrons
and light holes light, but not heavy holes, which do not couple to S.
  1/m_e  = 1 + (EP/3) * (2/G + 1/(G + D))
  1/m_lh = 2 EP/(3 G) + EQ/(3 R) - 1     (k along [001])
  1/m_hh = EQ/R - 1                      (k along [001])
Hartree atomic units; energy zero = top of the valence band.
  G: gap to the s-like conduction doublet S;  D: spin-orbit splitting
  R: energy of remote p-like conduction states (their own splitting omitted)
  P, Q: momentum matrix elements S-valence and valence-remote
  EP = 2 P^2, EQ = 2 Q^2.  Hole masses are positive for downward curvature.
"""
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
EP, EQ, D, R = 0.8, 0.56, 0.015, 0.16
P, Q = np.sqrt(EP / 2), np.sqrt(EQ / 2)
GAPS = [0.08, 0.04, 0.02, 0.01]

# Angular momentum of Cartesian p orbitals, and Pauli matrices
L = np.zeros((3, 3, 3), complex)
for a, b, c in permutations(range(3)):
    L[a, b, c] = -1j * np.linalg.det(np.eye(3)[[a, b, c]])
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_SIGMA = sum(np.kron(L[j], SIGMA[j]) for j in range(3))


def hamiltonian(k, gap, remote=R, q=Q, split=D):
    """14 bands: (S, X, Y, Z, Xc, Yc, Zc) times spin."""
    h = np.zeros((7, 7), complex)
    h[0, 0] = gap
    for j in range(3):
        h[4 + j, 4 + j] = remote
        h[0, 1 + j] = 1j * P * k[j]
        h[1 + j, 0] = -1j * P * k[j]
    for a, b, c in permutations(range(3)):
        h[1 + a, 4 + b] = 1j * q * k[c]
        h[4 + b, 1 + a] = -1j * q * k[c]
    full = np.kron(h, np.eye(2)) + 0.5 * np.dot(k, k) * np.eye(14)
    full[2:8, 2:8] += split / 3 * (L_SIGMA - np.eye(6))
    return full


def eight_band(k, gap, split=D):
    return hamiltonian(k, gap, q=0.0, split=split)[:8, :8]


LIGHT, HEAVY, ELECTRON = 2, 4, 6   # positions in the sorted spectrum


def curvature(direction, band, gap, remote=R):
    """Second derivative of the band energy, by extrapolated differences."""
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    e0 = np.linalg.eigvalsh(hamiltonian(0 * n, gap, remote))[band]

    def estimate(step):
        e = np.linalg.eigvalsh(hamiltonian(step * n, gap, remote))[band]
        return 2 * (e - e0) / step**2
    return (4 * estimate(2e-4) - estimate(4e-4)) / 3


# Selection rules, from integrals over periodic tetrahedral functions
n_grid = 16
line = 2 * np.pi * np.arange(n_grid) / n_grid
xyz = np.meshgrid(line, line, line, indexing="ij")
freq = np.fft.fftfreq(n_grid, 1 / n_grid)


def d_dz(f):
    return np.fft.ifft(1j * freq * np.fft.fft(f, axis=2), axis=2).real


def p_function(axis, d, a):
    u, v, w = (xyz[(axis + s) % 3] for s in range(3))
    return (np.sin(u) * (1 + d * (np.cos(v) + np.cos(w)))
            + a * np.sin(v) * np.sin(w))


s_function = (1 + 0.7 * sum(np.cos(u) for u in xyz)
              + 0.5 * np.sin(xyz[0]) * np.sin(xyz[1]) * np.sin(xyz[2]))
valence = [p_function(j, 0.4, 0.3) for j in range(3)]
remote_p = [p_function(j, -0.5, 0.9) for j in range(3)]
s_p = np.array([np.mean(s_function * d_dz(f)) for f in valence])
v_c = np.array([[np.mean(f * d_dz(g)) for g in remote_p] for f in valence])
assert np.all(abs(s_p[:2]) < 1e-12) and abs(s_p[2]) > 0.1
assert abs(v_c[0, 1] - v_c[1, 0]) < 1e-12 and abs(v_c[0, 1]) > 0.05
other = v_c.copy()
other[0, 1] = other[1, 0] = 0
assert np.max(abs(other)) < 1e-12

# Couplings of S to the spin-orbit eigenstates, for an oblique direction
n_obl = np.array([0.3, -0.5, 0.8])
n_obl /= np.linalg.norm(n_obl)
so_energy, so_state = np.linalg.eigh(L_SIGMA)
split_off, quartet = so_state[:, :2], so_state[:, 2:]
assert np.allclose(so_energy, [-2, -2, 1, 1, 1, 1])
s_block = eight_band(n_obl, 0.04)[:2, 2:8]
sing_so = np.linalg.svd(s_block @ split_off)[1]
_, sing_q, vh = np.linalg.svd(s_block @ quartet)
assert np.allclose(sing_q**2, 2 * P**2 / 3)
assert np.allclose(sing_so**2, P**2 / 3)
uncoupled = quartet @ vh[2:].conj().T
J_n = sum(n_obl[j] * (np.kron(L[j], np.eye(2))
                     + np.kron(np.eye(3), SIGMA[j]) / 2) for j in range(3))
assert np.max(abs(s_block @ uncoupled)) < 1e-12
assert np.allclose(J_n @ J_n @ uncoupled, 9 / 4 * uncoupled)

# The state (X + iY) up / sqrt(2) is uncoupled only for k along z
z_heavy = np.kron([1, 1j, 0], [1, 0]) / np.sqrt(2)
couple_z = np.linalg.norm(eight_band(np.array([0, 0, 1.]), 0.04)[:2, 2:8]
                          @ z_heavy)
couple_x = np.linalg.norm(eight_band(np.array([1., 0, 0]), 0.04)[:2, 2:8]
                          @ z_heavy)
assert couple_z < 1e-12 and abs(couple_x - P / np.sqrt(2)) < 1e-12

# Secular equation against diagonalization at finite k
for gap in GAPS:
    for k in (0.005, 0.02, 0.05):
        shifted = np.linalg.eigvalsh(eight_band(k * n_obl, gap)) - k**2 / 2
        pk2 = (P * k)**2
        roots = np.roots([1, D - gap, -gap * D - pk2, -2 * D * pk2 / 3])
        assert np.max(abs(roots.imag)) < 1e-10
        expected = np.sort(np.repeat(np.append(roots.real, 0), 2))
        assert np.allclose(shifted, expected, atol=1e-10, rtol=0)

# Large spin-orbit splitting: two-level square-root band
k = 0.02
e_large = np.linalg.eigvalsh(eight_band(k * n_obl, 0.01, 1e3))[-1] - k**2 / 2
e_root = 0.005 + np.sqrt(0.005**2 + 2 * (P * k)**2 / 3)
assert abs(e_large - e_root) < 1e-6   # neglected term is of order (P k)^2/D

# Zero gap: linear start; the neglected terms are of relative order P k/D
speed = np.linalg.eigvalsh(eight_band(1e-5 * n_obl, 0.0))[-1] / 1e-5
speed_formula = np.sqrt(2 / 3) * P
assert abs(speed / speed_formula - 1) < 1e-3

# Masses along [001] for a shrinking gap
Z_AXIS, DIAGONAL = [0, 0, 1], [1, 1, 0]
table, diagonal_heavy = [], []
for gap in GAPS:
    inv_e = curvature(Z_AXIS, ELECTRON, gap)
    inv_l = -curvature(Z_AXIS, LIGHT, gap)
    inv_h = -curvature(Z_AXIS, HEAVY, gap)
    assert np.isclose(inv_e, 1 + EP / 3 * (2 / gap + 1 / (gap + D)), rtol=1e-5)
    assert np.isclose(inv_l, 2 * EP / (3 * gap) + EQ / (3 * R) - 1, rtol=1e-5)
    assert np.isclose(inv_h, EQ / R - 1, rtol=1e-5)
    table.append((gap, 1 / inv_e, 1 / inv_l, 1 / inv_h))
    diagonal_heavy.append(-curvature(DIAGONAL, HEAVY, gap))

# Off axis the heavy-hole inverse mass is bounded as the gap closes
bound = EQ / (2 * R) - 1
assert np.all(np.diff(diagonal_heavy) > 0)
assert 0 < diagonal_heavy[0] and diagonal_heavy[-1] < bound
assert bound - diagonal_heavy[-1] < 0.05
assert abs(-curvature(DIAGONAL, HEAVY, 0.005) - bound) < \
    0.6 * (bound - diagonal_heavy[-1])

# Control: bring the remote states down at fixed gap
R_LOW, G_CONTROL = 0.08, 0.04
inv_control = -curvature(Z_AXIS, HEAVY, G_CONTROL, R_LOW)
inv_e_control = curvature(Z_AXIS, ELECTRON, G_CONTROL, R_LOW)
assert np.isclose(inv_control, EQ / R_LOW - 1, rtol=1e-5)
assert np.isclose(inv_e_control, 1 / table[1][1], rtol=1e-5)

# Finite-k energies at the smallest gap
g_small, k_demo = GAPS[-1], 0.02
levels = np.linalg.eigvalsh(hamiltonian(np.array([0, 0, k_demo]), g_small))
rise = levels[ELECTRON] - g_small
parabola = k_demo**2 / (2 * table[-1][1])
assert 0 < rise < parabola

print("Inputs (hartree)")
print(f"EP = {EP:.3f}, EQ = {EQ:.3f}, D = {D:.3f}, R = {R:.3f}")
print(f"P = {P:.4f}, Q = {Q:.4f} atomic units of momentum")
print("Model-function cell averages (dimensionless)")
print(f"<S|d/dz|Z> = {s_p[2]:.4f}, <S|d/dz|X> = {abs(s_p[0]):.4f}")
print(f"<X|d/dz|Yc> = {v_c[0, 1]:.4f}, <Y|d/dz|Xc> = {v_c[1, 0]:.4f}")
print("Coupling to S per unit k (atomic units)")
print(f"light hole {sing_q[0]:.4f}, split-off {sing_so[0]:.4f}")
print(f"(X+iY)up/sqrt2: k along z {couple_z:.4f}, along x {couple_x:.4f}")
print("Masses along [001] (electron masses)")
print("gap/hartree  gap/eV  electron  light hole  heavy hole")
for gap, m_e, m_l, m_h in table:
    print(f"{gap:.3f}  {gap * HARTREE_EV:.3f}  {m_e:.4f}  {m_l:.4f}  {m_h:.4f}")
print(f"Electron mass ratio, largest/smallest gap: "
      f"{table[0][1] / table[-1][1]:.2f}")
print("Electron inverse mass at smallest gap (1/electron mass)")
part_l = 2 * sing_q[0]**2 / g_small
part_so = 2 * sing_so[0]**2 / (g_small + D)
assert np.isclose(1 + part_l + part_so, 1 / table[-1][1], rtol=1e-5)
print(f"free 1, light-hole part {part_l:.3f}, split-off part {part_so:.3f}")
print(f"total {1 / table[-1][1]:.3f}")
print("Heavy-hole inverse mass along [001] (1/electron mass)")
print(f"remote part {EQ / R:.3f}, free part -1, total {1 / table[-1][3]:.3f}")
print(f"Control: gap {G_CONTROL:.3f}, R lowered to {R_LOW:.3f} hartree")
print(f"heavy-hole mass {1 / inv_control:.4f} electron masses")
print(f"electron mass {1 / inv_e_control:.4f} electron masses")
print("Heavy-hole inverse mass along [110] (1/electron mass)")
for gap, value in zip(GAPS, diagonal_heavy):
    print(f"gap {gap:.3f} hartree: {value:.4f}")
print(f"closing-gap limit {bound:.4f}")
print(f"At gap {g_small:.3f} hartree and k = {k_demo:.3f} bohr^-1, [001]")
print(f"electron energy above band edge {rise:.5f} hartree")
print(f"parabolic estimate {parabola:.5f} hartree")
print(f"heavy-hole energy {levels[HEAVY]:.6f} hartree")
print(f"Zero-gap speed: diagonalized {speed:.4f}, "
      f"formula {speed_formula:.4f} a.u.")
print("OK")
```

It prints:

```
Inputs (hartree)
EP = 0.800, EQ = 0.560, D = 0.015, R = 0.160
P = 0.6325, Q = 0.5292 atomic units of momentum
Model-function cell averages (dimensionless)
<S|d/dz|Z> = 0.3500, <S|d/dz|X> = 0.0000
<X|d/dz|Yc> = 0.1275, <Y|d/dz|Xc> = 0.1275
Coupling to S per unit k (atomic units)
light hole 0.5164, split-off 0.3651
(X+iY)up/sqrt2: k along z 0.0000, along x 0.4472
Masses along [001] (electron masses)
gap/hartree  gap/eV  electron  light hole  heavy hole
0.080  2.177  0.0955  0.1463  0.4000
0.040  1.088  0.0521  0.0741  0.4000
0.020  0.544  0.0283  0.0373  0.4000
0.010  0.272  0.0154  0.0187  0.4000
Electron mass ratio, largest/smallest gap: 6.21
Electron inverse mass at smallest gap (1/electron mass)
free 1, light-hole part 53.333, split-off part 10.667
total 65.000
Heavy-hole inverse mass along [001] (1/electron mass)
remote part 3.500, free part -1, total 2.500
Control: gap 0.040, R lowered to 0.080 hartree
heavy-hole mass 0.1667 electron masses
electron mass 0.0521 electron masses
Heavy-hole inverse mass along [110] (1/electron mass)
gap 0.080 hartree: 0.6218
gap 0.040 hartree: 0.6799
gap 0.020 hartree: 0.7134
gap 0.010 hartree: 0.7313
closing-gap limit 0.7500
At gap 0.010 hartree and k = 0.020 bohr^-1, [001]
electron energy above band edge 0.00786 hartree
parabolic estimate 0.01300 hartree
heavy-hole energy -0.000497 hartree
Zero-gap speed: diagonalized 0.5164, formula 0.5164 a.u.
OK
```
